Density of States of a Nonparabolic Kane Conduction Band

A film of tin-doped indium oxide conducts because donors have filled the bottom of its conduction band. At 2 to 5 × 10²⁰ electrons per cm³ the highest filled state lies roughly 0.35 to 0.9 eV above the band minimum, depending on the density and on the band mass. If more electrons are added, the Fermi level must rise, and the amount depends on how many states lie in each small interval of energy. Near the minimum the band is a parabola and this number grows as the square root of energy. Higher up the band bends away from the parabola, and a count of states must follow the bend.

**Setting and assumptions**

Let E be the energy above the conduction-band minimum and k the length of the wave vector. The band is single, isotropic and spin-degenerate, and obeys the Kane dispersion

γ = E(1 + αE), with γ = ħ²k²/(2m).

Here m > 0 is the band-edge mass and α ≥ 0, an inverse energy, measures the departure from a parabola. The quantity γ is the energy that a parabolic band of mass m would have at the same k. The sample is large, and energies are low enough for the spheres of constant energy to fit inside the Brillouin zone.

Let N(E) be the number of states per volume between the band minimum and E, with both spins counted. The density of states is g(E) = dN/dE. N(E) counts states, occupied or not. It equals the electron density when the temperature is zero and E is the Fermi energy.

**Theorem.** Under these assumptions, for E > 0,

g(E) = (1/2π²) (2m/ħ²)^(3/2) √[E(1 + αE)] (1 + 2αE),

and this band has no states for E < 0.

Three lemmas prepare the proof. The first gives a model in which the dispersion arises; the theorem itself needs the dispersion and not its origin.

**Lemma 1 (a source of the dispersion).** Let one s-like state at energy 0 be coupled to three p-like states at energy −G, with G > 0, by matrix elements Pk_x, Pk_y and Pk_z, where P is real and not zero. Without spin-orbit coupling, remote bands and the free-electron kinetic term, the upper band is a Kane band with

α = 1/G and ħ²/(2m) = P²/G.

Proof. Combine the p states into one that points along k, with coefficients k_x/k, k_y/k, k_z/k, and two perpendicular to it. The s state couples to the first with strength

P(k_x² + k_y² + k_z²)/k = Pk.

Its coupling to the other two is proportional to the scalar product of k with a perpendicular vector, which is zero. They stay at −G. The remaining two states have the matrix with diagonal entries 0 and −G and off-diagonal entries Pk. Its eigenvalues satisfy

(0 − E)(−G − E) − P²k² = 0, that is, E(E + G) = P²k².

Division by G gives E(1 + E/G) = (P²/G)k². Comparison with the Kane dispersion gives the two identifications. The direction of k has dropped out, so the band is isotropic. Spin doubles every state. ∎

In this model a small gap means a strong bend. In a real material remote bands and the omitted kinetic term also contribute, and α is then a parameter that need not equal the inverse gap.

**Lemma 2 (inversion).** For α > 0 the conduction branch is

E = [√(1 + 4αγ) − 1]/(2α).

On it 1 + 2αE = √(1 + 4αγ), and E rises steadily with k.

Proof. The dispersion is the quadratic equation αE² + E − γ = 0, with roots

E = [−1 ± √(1 + 4αγ)]/(2α).

At k = 0 the upper sign gives E = 0, the conduction-band minimum. The lower sign gives E = −1/α, which belongs to the valence band of Lemma 1 and is not counted here. Multiplying the upper root by 2α and adding 1 gives the second statement. Differentiating γ = E + αE² gives

dγ/dE = 1 + 2αE.

This is positive on the conduction branch, so E rises with γ, and γ rises with k. ∎

For α = 0 the dispersion is simply E = γ. The general root has this limit, as is seen by multiplying its numerator and denominator by √(1 + 4αγ) + 1:

E = 2γ/[1 + √(1 + 4αγ)] → γ as α → 0.

**Lemma 3 (the count).** If k is the wave number at energy E, then N(E) = k³/(3π²).

Proof. In a cube of side L with periodic boundary conditions, each component of the wave vector is an integer multiple of 2π/L. One allowed point therefore occupies the volume (2π/L)³ in k space. Because E rises steadily with k, the states below E fill one sphere of radius k. With two spins per point, their number is

2 · (4πk³/3) / (2π/L)³ = 2 · (4πk³/3) · L³/(8π³) = L³k³/(3π²).

Points near the surface of the sphere make this count inexact, but their share vanishes as L grows. Division by the volume L³ gives the result. ∎

**Proof of the theorem.** From γ = ħ²k²/(2m) we have k = (2mγ/ħ²)^(1/2), hence

N = (1/3π²) (2m/ħ²)^(3/2) γ^(3/2).

The energy enters through γ alone, so the chain rule gives g = (dN/dγ)(dγ/dE). The first factor is

dN/dγ = (1/3π²)(2m/ħ²)^(3/2) · (3/2)γ^(1/2) = (1/2π²)(2m/ħ²)^(3/2) √γ.

The second is 1 + 2αE. Writing γ = E(1 + αE) under the root gives the stated formula. On the conduction branch E ≥ 0 for every real k, so the band has no states at negative energy. ∎

**Remark 1: what the second factor means**

The root √[E(1 + αE)] is proportional to k. It follows from the size of the energy surface and from how fast γ changes with k. The factor 1 + 2αE records how much more slowly E changes than γ. To see this, differentiate Lemma 3 with respect to k, which gives dN/dk = k²/π², so that

g = (dN/dk)/(dE/dk) = k²/(π² dE/dk).

The slope of the band is

dE/dk = (dγ/dk)/(dγ/dE) = (ħ²k/m)/(1 + 2αE).

The electron velocity is v = (1/ħ)dE/dk. Define the velocity mass m_v as crystal momentum divided by velocity:

m_v = ħk/v = ħ²k/(dE/dk) = m(1 + 2αE).

At a given k the Kane band is flatter than the parabola. The same states are squeezed into a smaller energy interval, and their density rises by the factor m_v/m. Substitution gives the compact form

g = m_v k/(π²ħ²).

For a single, spin-degenerate isotropic band whose filled states form one sphere, then, the density of states at the Fermi level is fixed by the electron density, which sets k, and by the velocity mass there.

**Remark 2: low and high energy**

Let x = αE. At the same energy, the ratio of g to its value in a parabolic band of mass m is

R = √(1 + x) (1 + 2x).

For small x, √(1 + x) = 1 + x/2 − x²/8 + …, and multiplication gives

R = 1 + (1/2 + 2)x + (−1/8 + 1)x² + … = 1 + (5/2)x + (7/8)x² + …

Four fifths of the first-order rise comes from the factor 1 + 2x and one fifth from the root.

For large x, √(1 + x) → √x and 1 + 2x → 2x, so R → 2x^(3/2). Multiplication by the parabolic density of states, which contains √E, gives

g → (1/π²)(2mα/ħ²)^(3/2) E².

In this limit γ ≈ αE², so E ≈ ħk/√(2mα): the band is a straight line with velocity v = 1/√(2mα), and g = E²/(π²ħ³v³). This is a limit of the formula. In the model of Lemma 1 it requires energies far above the gap, where the remote bands left out of that model can no longer be ignored.

**Remark 3: two different comparisons**

The ratio R holds the energy fixed. In a doped film it is often the electron density n that is known. At zero temperature n = k_F³/(3π²), so both bands have the same Fermi wave number k_F and the same γ_F, but different Fermi energies. Since N is proportional to γ^(3/2), dN/dγ = 3N/(2γ), and

g(E_F) = [3n/(2γ_F)] (1 + 2αE_F).

The bracket is the parabolic value at the same density. At fixed density the ratio is therefore 1 + 2αE_F, without the root.

**Corollary (ellipsoidal band).** If γ = Σ ħ²k_i²/(2m_i), summed over three axes, and still γ = E(1 + αE), the theorem holds with m replaced by m_d = (m₁m₂m₃)^(1/3).

Proof. Put k_i = √(m_i/m_d) q_i. Then γ = ħ²q²/(2m_d), and the states below E fill a sphere in q space. Volumes in the two spaces are related by

d³k = √(m₁m₂m₃/m_d³) d³q.

With the stated m_d the root is 1, so the count of Lemma 3 applies to q unchanged. ∎

**Remark 4: finite temperature**

At temperature T the electron density is

n = ∫ g(E) f(E) dE, with f = 1/[e^((E−μ)/k_BT) + 1],

where the integral starts at E = 0 and μ is the chemical potential. Integrate by parts. The boundary terms vanish, because N(0) = 0 and f falls exponentially at high energy, which leaves n = ∫ N(E)(−df/dE) dE. When μ is many times k_BT, the function −df/dE is a narrow peak at μ, symmetric, of unit area and with mean square width π²(k_BT)²/3. Expanding N about μ to second order gives

n ≈ N(μ) + (π²/6)(k_BT)² g′(μ).

If the density is held fixed, n = N(E_F), where E_F is the zero-temperature Fermi energy. To leading order N(μ) − N(E_F) = g(E_F)(μ − E_F), so

μ − E_F ≈ −(π²/6)(k_BT)² g′(E_F)/g(E_F).

The logarithmic derivative of the theorem supplies the last ratio:

g′/g = (1 + 2αE)/[2E(1 + αE)] + 2α/(1 + 2αE).

**Worked example: a degenerately doped transparent conductor**

Take m = 0.20 electron masses, α = 0.40 /eV and n = 5.0 × 10²⁰ cm⁻³ = 0.50 nm⁻³. With m_e the free-electron mass, ħ²/(2m_e) = 0.0381 eV nm². The Fermi wave number is

k_F = (3π² × 0.50)^(1/3) = 2.455 nm⁻¹.

The parabolic energy at this wave number is

γ_F = 0.0381 × 2.4554²/0.20 = 1.149 eV.

Lemma 2 gives 1 + 2αE_F = √(1 + 4 × 0.40 × 1.149) = 1.685, hence

E_F = (1.685 − 1)/0.80 = 0.856 eV.

The bend lowers the Fermi energy by 0.29 eV at fixed density. The velocity mass there is 0.20 × 1.685 = 0.337 electron masses. By Remark 3,

parabolic band, same density: 3 × 0.50/(2 × 1.149) = 0.653 /(eV nm³)

Kane band: g(E_F) = 0.653 × 1.685 = 1.10 /(eV nm³) = 1.10 × 10²¹ /(eV cm³).

At the same energy, 0.856 eV, the parabolic value is 0.564 × 10²¹ /(eV cm³), and the ratio is 1.95. Here αE_F = 0.342, and the first-order estimate 1 + (5/2)αE_F gives 1.86, about 5% below the full ratio.

The practical reading is the movement of the Fermi level. In a rigid band, a small increase δn raises it by δn/g(E_F). For δn = 10¹⁹ cm⁻³ this is 9.1 meV in the Kane band and 15.3 meV in the parabolic band at the same starting density.

The factor 1 + 2αE also matters for the total. If it is dropped and the remaining expression is integrated numerically from 0 to E_F, the result is 0.71 of the electron density. The missing 29% are states that the sphere in k space contains.

**How far the neglected effects move the result**

Temperature. At 300 K, k_BT = 25.9 meV. With γ_F = E_F(1 + αE_F), the logarithmic derivative is

1.685/(2 × 1.149) + 0.80/1.685 = 1.21 /eV,

and the shift of the chemical potential is −1.645 × (0.02585 eV)² × 1.21 /eV = −1.3 meV. This is negligible beside 0.856 eV.

Form of the dispersion. Restore the free-electron term ħ²k²/(2m_e) on all four diagonal entries of Lemma 1, and hold both the gap G = 1/α = 2.5 eV and the band-edge mass fixed. Let r = m/m_e = 0.20. The added term is rγ, so E = rγ + ε. To keep the band-edge mass, the coupling must supply the remainder:

ε(1 + αε) = (1 − r)γ.

At k_F the right side is 0.80 × 1.149 = 0.919 eV. By the algebra of Lemma 2, 1 + 2αε = √(1 + 1.6 × 0.919) = 1.572 and ε = 0.715 eV. With one more digit kept in each term, E_F = 0.2297 + 0.7146 = 0.944 eV. The slope is now

dE/dγ = r + (1 − r)/(1 + 2αε) = 0.20 + 0.80/1.572 = 0.709,

against 1/1.6845 = 0.594 in the Kane band. As k_F is unchanged, g(E_F) falls in the ratio 0.594/0.709, a reduction of 16%. This is the largest change in g(E_F) among those estimated here. It applies when α is taken from a gap; G = 2.5 eV here is the inverse of the chosen α, not a measured gap of the oxide. The size depends on what is held fixed. Expanding ε gives E ≈ γ − [(1 − r)²/G]γ², so at fixed G the added term also lowers the effective α from 0.40 to 0.256 /eV. To keep it at 0.40 /eV the gap must be G = 0.64/0.40 = 1.6 eV. Then 1 + 2ε/G = √(1 + 2.5 × 0.919) = 1.816, the slope is 0.20 + 0.80/1.816 = 0.641, and the reduction is 7%. If the velocity mass has instead been determined at this density, Remark 1 fixes g(E_F) without that assumption.

Exchange between the electrons. A statically screened estimate adds to the band energy

Σ(k) = −∫ [d³q/(2π)³] (e²/ε₀ε_r)/(|k − q|² + κ²),

integrated over filled states q < k_F, with k and q vectors in the denominator. The screening wave number follows from κ² = e²g(E_F)/(ε₀ε_r). For ε_r = 4.0, a rough high-frequency value, κ = 2.23 nm⁻¹. Numerical integration gives Σ(k_F) − Σ(0) = 45 meV, so the filled part of the band widens. The steeper slope at k_F lowers g(E_F) by about 5%. Dynamic correlation is left out, so this is a size and not a correction to apply.

Disorder. For a mobility of 40 cm²/Vs, the mobility multiplied by m_v/e gives a scattering time τ = 7.7 fs and ħ/τ = 86 meV. The mean free path vτ times k_F is 16, large enough for k to remain a useful label at the Fermi level. As a simple model, smear g with a Gaussian of standard deviation ħ/(2τ) = 43 meV. Numerical integration then changes g(E_F) by 0.05%, but gives 5 × 10¹⁹ /(eV cm³) at E = 0, where the sharp band has none. Both numbers depend on the line shape. A Lorentzian of half-width 43 meV, the shape a finite lifetime gives, has long tails: it changes g(E_F) by −1.5% to +2% as the cutoff in wave number goes from 4.4 to 8 nm⁻¹, and gives about 1 × 10²⁰ /(eV cm³) at E = 0. With either shape the theorem fails first at the band edge. The model carries the width found at the Fermi level unchanged to the edge and leaves out the shifts of the levels that disorder also causes, so the small change at E_F is not a bound on the effect of disorder. The mobility measures the loss of momentum; if many collisions deflect the electron little, the broadening is larger than this estimate. For Born scattering from point charges screened with the κ above, the factor is about 2.

Anisotropy and the zone boundary. Masses of 0.18, 0.20 and 0.22 give m_d = 0.1993, and at fixed density g(E_F) changes by −0.2%. This illustrates the corollary for a crystal of lower symmetry. In a cubic crystal the mass at the zone centre is the same in all directions, and anisotropy enters first through a direction-dependent α. If α is 0.40 /eV along a cube axis and 20% larger along the body diagonal, g(E_F) rises by about 4%. A variation of similar size that keeps the angular mean of α changes it by less than 0.1%. For a body-centred cubic lattice with a cubic cell edge of 1.0 nm, the shortest reciprocal vector has length 2π√2/(1.0 nm). The nearest zone face lies at half of it, 4.44 nm⁻¹. The Fermi sphere reaches 55% of the way, so it fits in the zone. That alone does not show that the real energy surface is a sphere.

**Beside real films**

The chosen mass, α, density, mobility and cell edge are rough typical values for tin-doped indium oxide, and none is meant to be extreme. The calculated 1.1 × 10²¹ /(eV cm³) is a model result. In the estimates above, another form of the band moves it by 7 to 16%, depending on what is held fixed, and statically screened exchange by some 5%. These are sizes of single effects, not bounds on the error for a real film. Coupling to lattice vibrations, grain boundaries and clustered dopants are outside the model. In an amorphous oxide k is not a true quantum number. The formula is then at most an effective description, to be tested for the material at hand, of states whose wave number times mean free path is large. It does not describe a tail of localized states near the band edge.
